# Sensitivity of HD⁺ rotational and vibrational frequencies to the proton–electron mass ratio: test program

```python
"""
Sensitivity K = d ln(nu) / d ln(mu) of HD+ lines, mu = m_p/m_e, m_d/m_p fixed,
on the adiabatic curve U(R) = E_BO(R) + W1(R)/M (atomic units).
Result under test:  K = -(Delta<T> + Delta<W1/M>) / Delta E,  and for large M
  K_rot(N=0->1, v) = -1 + alpha_e (v+1/2)/(2 B_e),
  K_vib(0->v)      = -1/2 + (v+1) wexe/(2 we).
M: nuclear reduced mass / m_e; T: radial + centrifugal kinetic energy;
W1 = (<|grad_R phi|^2> + <|grad_r phi|^2>/4)/2, phi: 1s sigma_g electron function,
electron position measured from the midpoint of the nuclei.
xi, eta: prolate spheroidal coordinates; a = R/2.
"""
import math
import numpy as np
from numpy.polynomial import Chebyshev
from numpy.polynomial.laguerre import laggauss, lagvander
from numpy.polynomial.legendre import leggauss, legvander
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc

N_XI, N_ETA, N_QUAD = 12, 10, 40
T_NODES, T_WEIGHTS = laggauss(N_QUAD)
ETA, W_ETA = leggauss(N_QUAD)


def xi_functions(xi, alpha, size=N_XI):
    t = 2 * alpha * (xi - 1)
    lag = lagvander(t, size - 1).T
    dlag = -(np.cumsum(lag, axis=0) - lag)
    damp = np.exp(-t / 2)
    return damp * lag, 2 * alpha * damp * (dlag - lag / 2)


def eta_functions(eta, size=N_ETA):
    order = np.arange(2 * size - 1)[:, None]
    leg = legvander(eta, 2 * size - 2).T
    dleg = order * (np.roll(leg, 1, axis=0) - eta * leg) / (1 - eta**2)
    norm = np.sqrt(order + 0.5)
    return (norm * leg)[::2], (norm * dleg)[::2]


def xi_grid(alpha):
    return 1 + T_NODES / (2 * alpha), T_WEIGHTS * np.exp(T_NODES) / (2 * alpha)


def one_dim_matrices(alpha, nx=N_XI, ne=N_ETA):
    xi, w = xi_grid(alpha)
    f, df = xi_functions(xi, alpha, nx)
    g, dg = eta_functions(ETA, ne)
    ax = [(f * w * xi**k) @ f.T for k in range(3)]
    dx = (df * w * (xi**2 - 1)) @ df.T
    be = (g * W_ETA * ETA**2) @ g.T
    de = (dg * W_ETA * (1 - ETA**2)) @ dg.T
    return ax, dx, be, de


def decay(R):
    return 0.5 * R * math.sqrt(1 + 2 / R)


def electron_state(R, alpha):
    """Electronic energy without 1/R and coefficients; azimuthal 2 pi left out."""
    a = R / 2
    ax, dx, be, de = one_dim_matrices(alpha)
    one = np.eye(N_ETA)
    ham = np.kron(0.5 * a * dx - 2 * a**2 * ax[1], one) + np.kron(0.5 * a * ax[0], de)
    ovl = a**3 * (np.kron(ax[2], one) - np.kron(ax[0], be))
    e, c = eigh(ham, ovl, subset_by_index=[0, 0])
    c = c[:, 0].reshape(N_XI, N_ETA)
    return e[0], c * np.sign(c[0, 0])


def curve_point(R):
    """Electronic energy, <|d_R phi|^2>, turning part, <|grad_r phi|^2>."""
    alpha, a, h = decay(R), R / 2, 2e-3
    energy, c = electron_state(R, alpha)
    dc = (electron_state(R + h, alpha)[1] - electron_state(R - h, alpha)[1]) / (2 * h)
    xi, w = xi_grid(alpha)
    f, df = xi_functions(xi, alpha)
    g, dg = eta_functions(ETA)
    x, y = xi[:, None], ETA[None, :]
    jac = x**2 - y**2
    phi_x, phi_y, phi_R = df.T @ c @ g, f.T @ c @ dg, f.T @ dc @ g
    r_grad = (x * (x**2 - 1) * phi_x + y * (1 - y**2) * phi_y) / jac
    grad2 = ((x**2 - 1) * phi_x**2 + (1 - y**2) * phi_y**2) / (a**2 * jac)
    vol = a**3 * jac * w[:, None] * W_ETA[None, :]
    stretch = np.sum(vol * (phi_R - r_grad / R)**2)
    turn = np.sum(vol * (a**2 * (x**2 + y**2 - 1) * grad2 - r_grad**2)) / R**2
    return energy, stretch, turn, np.sum(vol * grad2)


def w1_of(point):
    return 0.5 * (point[1] + point[2] + point[3] / 4)


# ---- electronic curve, interpolated between Chebyshev nodes
R_LO, R_HI, N_NODES = 0.5, 10.0, 48
cheb = np.cos(np.pi * (np.arange(N_NODES) + 0.5) / N_NODES)
nodes = 0.5 * (R_LO + R_HI) + 0.5 * (R_HI - R_LO) * cheb
points = [curve_point(R) for R in nodes]
fit_e = Chebyshev.fit(nodes, [p[0] for p in points], N_NODES - 1, domain=[R_LO, R_HI])
fit_w = Chebyshev.fit(nodes, [w1_of(p) for p in points], N_NODES - 1,
                      domain=[R_LO, R_HI])


def bo_derivative(R, m):
    own = fit_e.deriv(m)(R) if m else fit_e(R)
    return own + (-1)**m * math.factorial(m) / R**(m + 1)


for R in (1.37, 2.9, 5.3):
    p = curve_point(R)
    assert abs(p[0] - fit_e(R)) < 1e-8
    assert abs(w1_of(p) - fit_w(R)) < 1e-5
    total = p[0] + 1 / R
    assert abs(p[3] / 2 + total + R * bo_derivative(R, 1)) < 1e-6  # virial relation

# ---- electronic energy at R = 2 from the separated one-dimensional equations
ax, dx, be, de = one_dim_matrices(decay(2.0), 20, 14)


def separation_mismatch(energy, a=1.0):
    p2 = -2 * a**2 * energy
    top_xi = eigh(-dx + 4 * a * ax[1] - p2 * ax[2], ax[0], eigvals_only=True)[-1]
    top_eta = eigh(-de + p2 * be, eigvals_only=True)[-1]
    return top_xi + top_eta


e_separated = brentq(separation_mismatch, -1.3, -0.9, xtol=1e-13)
point2 = curve_point(2.0)
assert abs(e_separated - point2[0]) < 1e-8

# ---- <|grad_R phi|^2> at R = 2 from displaced nuclei on a 3D grid
alpha2 = decay(2.0)
xi, w_xi = xi_grid(alpha2)
angle = 2 * np.pi * (np.arange(8) + 0.3) / 8
X, Y, F = np.meshgrid(xi, ETA, angle, indexing="ij")
rho = np.sqrt((X**2 - 1) * (1 - Y**2))
xyz = np.array([rho * np.cos(F), rho * np.sin(F), X * Y]).reshape(3, -1)
vol3 = ((X**2 - Y**2) * w_xi[:, None, None] * W_ETA[None, :, None] / 8).ravel()


def displaced_phi(axis_vector):
    vec = np.array(axis_vector)[:, None]
    length = np.linalg.norm(vec)
    r1 = np.linalg.norm(xyz + vec / 2, axis=0)
    r2 = np.linalg.norm(xyz - vec / 2, axis=0)
    c = electron_state(length, alpha2)[1]
    f = xi_functions((r1 + r2) / length, alpha2)[0]
    eta = np.clip((r1 - r2) / length, -1 + 1e-14, 1 - 1e-14)
    return np.sum(f * (c @ eta_functions(eta)[0]), axis=0)


d = 0.02
along = (displaced_phi([0, 0, 2 + d]) - displaced_phi([0, 0, 2 - d])) / (2 * d)
across = (displaced_phi([d, 0, 2]) - displaced_phi([-d, 0, 2])) / (2 * d)
stretch_3d, turn_3d = np.sum(vol3 * along**2), 2 * np.sum(vol3 * across**2)
assert abs(stretch_3d / point2[1] - 1) < 0.01   # finite displacement near cusps
assert abs(turn_3d / point2[2] - 1) < 0.01
w1_far = w1_of(curve_point(12.0))
assert abs(w1_far - 0.25) < 2e-3                # residual polarization and overlap


# ---- nuclear motion
def levels(M, N, lo=R_LO, hi=R_HI, n=380, use_w=True):
    """Energies, <T>, <W1/M> of the ten lowest levels in a sinc basis."""
    r = np.linspace(lo, hi, n)
    h = r[1] - r[0]
    k = np.arange(n)
    diff = k[:, None] - k[None, :]
    safe = np.where(diff == 0, 1, diff)
    kin = np.where(diff == 0, np.pi**2 / 3, 2.0 * (-1.0)**np.abs(diff) / safe**2)
    kin = kin / (2 * M * h**2) + np.diag(N * (N + 1) / (2 * M * r**2))
    w = fit_w(r) / M if use_w else np.zeros(n)
    e, c = eigh(kin + np.diag(fit_e(r) + 1 / r + w), subset_by_index=[0, 9])
    return e, np.sum(c * (kin @ c), axis=0), w @ c**2


def line(low, high, v_low, v_high):
    """Frequency, K, and K with W1/M wrongly held fixed."""
    de, dt, dw = [high[i][v_high] - low[i][v_low] for i in range(3)]
    return de, -(dt + dw) / de, -dt / de


m_p = pc["proton-electron mass ratio"][0]
m_d = pc["deuteron-electron mass ratio"][0]


def reduced(mp, md):
    return mp * md / (mp + md)


M = reduced(m_p, m_d)
lev0, lev1 = levels(M, 0), levels(M, 1)
rot = {v: line(lev0, lev1, v, v) for v in (0, 4)}
vib = {v: line(lev0, lev0, 0, v) for v in (1, 2, 4, 9)}

# frequencies again by second-order finite differences
r_fd = np.linspace(R_LO, R_HI, 6001)[1:-1]
h_fd = r_fd[1] - r_fd[0]
off = np.full(len(r_fd) - 1, -1 / (2 * M * h_fd**2))
u_fd = fit_e(r_fd) + 1 / r_fd + fit_w(r_fd) / M + 1 / (M * h_fd**2)
e_fd = [eigh_tridiagonal(u_fd + N * (N + 1) / (2 * M * r_fd**2), off,
                         eigvals_only=True, select="i", select_range=(0, 1))
        for N in (0, 1)]
assert abs((e_fd[0][1] - e_fd[0][0]) / vib[1][0] - 1) < 2e-4   # grid error (h p)^2/12
assert abs((e_fd[1][0] - e_fd[0][0]) / rot[0][0] - 1) < 2e-4


# K from its definition: change the masses and solve again
def frequencies(mp, md):
    m = reduced(mp, md)
    a0, a1 = levels(m, 0)[0], levels(m, 1)[0]
    return np.array([a1[0] - a0[0], a0[1] - a0[0], a0[9] - a0[0]])


eps = 1e-3
log_step = math.log((1 + eps) / (1 - eps))
k_def = np.log(frequencies(m_p * (1 + eps), m_d * (1 + eps))
               / frequencies(m_p * (1 - eps), m_d * (1 - eps))) / log_step
k_hf = np.array([rot[0][1], vib[1][1], vib[9][1]])
assert np.max(np.abs(k_def - k_hf)) < 1e-5
k_proton = np.log(frequencies(m_p * (1 + eps), m_d)
                  / frequencies(m_p * (1 - eps), m_d)) / log_step
share = m_d / (m_p + m_d)
assert np.max(np.abs(k_proton - share * k_hf)) < 1e-5

# ---- spectroscopic constants from derivatives of the Born-Oppenheimer curve
R_e = brentq(lambda R: bo_derivative(R, 1), 1.5, 2.5, xtol=1e-13)
k2, k3, k4 = [bo_derivative(R_e, m) for m in (2, 3, 4)]
a1, a2 = R_e * k3 / (3 * k2), R_e**2 * k4 / (12 * k2)
B_e, w_e = 1 / (2 * M * R_e**2), math.sqrt(k2 / M)
alpha_e = -6 * B_e**2 * (1 + a1) / w_e
wexe = 1.5 * B_e * (1.25 * a1**2 - a2)
D_e = 4 * B_e**3 / w_e**2


def k_rot_formula(v):
    return -1 + alpha_e * (v + 0.5) / (2 * B_e)


def k_vib_formula(v):
    return -0.5 + 0.5 * (v + 1) * wexe / (w_e - (v + 1) * wexe)


# leading anharmonic coefficients from levels at 16 M and 64 M, 1/M part removed
scaled = {}
for s in (16, 64):
    s0, s1 = levels(s * M, 0, 1.0, 4.0, 300), levels(s * M, 1, 1.0, 4.0, 300)
    scaled[s] = math.sqrt(s) * np.array([line(s0, s1, 0, 0)[1] + 1,
                                         line(s0, s0, 0, 1)[1] + 0.5])
coef_num = 2 * scaled[64] - scaled[16]
coef_formula = np.array([alpha_e / (4 * B_e), wexe / w_e])
assert np.max(np.abs(coef_num / coef_formula - 1)) < 5e-3
# at the true mass the next order is a minor part of the correction
assert abs(rot[0][1] - k_rot_formula(0)) < 0.3 * abs(k_rot_formula(0) + 1)
assert abs(vib[1][1] - k_vib_formula(1)) < 0.3 * abs(k_vib_formula(1) + 0.5)

bo0, bo1 = levels(M, 0, use_w=False), levels(M, 1, use_w=False)
rot_bo, vib_bo = line(bo0, bo1, 0, 0), line(bo0, bo0, 0, 1)

# ---- output
cm = pc["hartree-inverse meter relationship"][0] / 100
hz = pc["hartree-hertz relationship"][0]
print(f"m_p/m_e = {m_p:.5f}, m_d/m_e = {m_d:.5f}")
print(f"reduced mass M/m_e = {M:.5f}")
print(f"R_e (BO curve) = {R_e:.5f} bohr, E_BO(R_e) = {bo_derivative(R_e, 0):.7f} hartree")
print(f"E'' = {k2:.6f}, E''' = {k3:.6f}, E'''' = {k4:.6f} (atomic units)")
print(f"a1 = {a1:.5f}, a2 = {a2:.5f}")
print(f"B_e = {B_e*cm:.4f} cm^-1, alpha_e = {alpha_e*cm:.4f} cm^-1")
print(f"omega_e = {w_e*cm:.2f} cm^-1, omega_e x_e = {wexe*cm:.3f} cm^-1")
print(f"centrifugal constant D_e = {D_e*cm:.5f} cm^-1")
print("At R = 2 bohr (atomic units):")
print(f"  electronic energy: basis {point2[0]:.8f}, separated {e_separated:.8f}")
print(f"  stretch part: formula {point2[1]:.5f}, displaced nuclei {stretch_3d:.5f}")
print(f"  turning part: formula {point2[2]:.5f}, displaced nuclei {turn_3d:.5f}")
print(f"  <|grad_r phi|^2> = {point2[3]:.5f}, W1 = {w1_of(point2):.5f}")
print(f"W1 at R = 12 bohr = {w1_far:.5f} (atomic units)")
print(f"W1(R_e)/M = {fit_w(R_e)/M*cm:.3f} cm^-1")
print("Levels: <T> and <W1/M> in cm^-1")
for name, lev, v in (("v=0,N=0", lev0, 0), ("v=0,N=1", lev1, 0), ("v=1,N=0", lev0, 1)):
    print(f"  {name}: <T> = {lev[1][v]*cm:.4f}, <W1/M> = {lev[2][v]*cm:.4f}")
print("Rotation N=0->1: frequency, K, leading formula")
for v, (nu, k, _) in rot.items():
    print(f"  v={v}: {nu*cm:.4f} cm^-1, K = {k:.5f}, formula {k_rot_formula(v):.5f}")
print("Vibration 0->v at N=0: frequency, K, anharmonic formula")
for v, (nu, k, _) in vib.items():
    print(f"  v={v}: {nu*cm:.3f} cm^-1, K = {k:.5f}, formula {k_vib_formula(v):.5f}")
print("K on BO curve / adiabatic curve frozen / full adiabatic curve")
print(f"  rotation:  {rot_bo[1]:.6f} / {rot[0][2]:.6f} / {rot[0][1]:.6f}")
print(f"  vibration: {vib_bo[1]:.6f} / {vib[1][2]:.6f} / {vib[1][1]:.6f}")
print("K by changing both masses and solving again")
print(f"  rotation {k_def[0]:.6f}, vibration 0->1 {k_def[1]:.6f}, 0->9 {k_def[2]:.6f}")
print(f"m_d/(m_p+m_d) = {share:.5f}; K with m_d fixed:")
print(f"  rotation {k_proton[0]:.5f}, vibration 0->1 {k_proton[1]:.5f}")
print("Leading anharmonic coefficient: large-M levels, formula")
print(f"  rotation {coef_num[0]:.6f}, {coef_formula[0]:.6f}")
print(f"  vibration {coef_num[1]:.6f}, {coef_formula[1]:.6f}")
change = 1e-10
print(f"Main lines, and shift for a fractional change of mu by {change:.0e}")
for name, (nu, k, _) in (("rotation", rot[0]), ("vibration 0->1", vib[1])):
    print(f"  {name}: {nu*hz/1e12:.4f} THz, shift {k*nu*hz*change:.1f} Hz")
print("OK")
```

Running it gives:

```
m_p/m_e = 1836.15267, m_d/m_e = 3670.48297
reduced mass M/m_e = 1223.89923
R_e (BO curve) = 1.99719 bohr, E_BO(R_e) = -0.6026346 hartree
E'' = 0.102970, E''' = -0.261184, E'''' = 0.639251 (atomic units)
a1 = -1.68862, a2 = 2.06356
B_e = 22.4786 cm^-1, alpha_e = 1.0371 cm^-1
omega_e = 2013.11 cm^-1, omega_e x_e = 50.602 cm^-1
centrifugal constant D_e = 0.01121 cm^-1
At R = 2 bohr (atomic units):
  electronic energy: basis -1.10263421, separated -1.10263421
  stretch part: formula 0.10305, displaced nuclei 0.10304
  turning part: formula 0.07174, displaced nuclei 0.07172
  <|grad_r phi|^2> = 1.20412, W1 = 0.23791
W1 at R = 12 bohr = 0.24967 (atomic units)
W1(R_e)/M = 42.689 cm^-1
Levels: <T> and <W1/M> in cm^-1
  v=0,N=0: <T> = 493.8317, <W1/M> = 42.4223
  v=0,N=1: <T> = 537.1359, <W1/M> = 42.4047
  v=1,N=0: <T> = 1401.4762, <W1/M> = 41.9447
Rotation N=0->1: frequency, K, leading formula
  v=0: 43.8622 cm^-1, K = -0.98688, formula -0.98847
  v=4: 36.1877 cm^-1, K = -0.88521, formula -0.89620
Vibration 0->v at N=0: frequency, K, anharmonic formula
  v=1: 1913.124 cm^-1, K = -0.47418, formula -0.47353
  v=2: 3730.104 cm^-1, K = -0.46125, formula -0.45922
  v=4: 7086.701 cm^-1, K = -0.43471, formula -0.42813
  v=9: 13950.973 cm^-1, K = -0.36013, formula -0.33212
K on BO curve / adiabatic curve frozen / full adiabatic curve
  rotation:  -0.987274 / -0.987278 / -0.986878
  vibration: -0.474421 / -0.474431 / -0.474181
K by changing both masses and solving again
  rotation -0.986878, vibration 0->1 -0.474181, 0->9 -0.360131
m_d/(m_p+m_d) = 0.66656; K with m_d fixed:
  rotation -0.65781, vibration 0->1 -0.31607
Leading anharmonic coefficient: large-M levels, formula
  rotation 0.011534, 0.011534
  vibration 0.025135, 0.025136
Main lines, and shift for a fractional change of mu by 1e-10
  rotation: 1.3150 THz, shift -129.8 Hz
  vibration 0->1: 57.3540 THz, shift -2719.6 Hz
OK
```
